\section*{Camley–Barnas magnetoresistance: the mean free path sets the spacer decay, part 1}

(Sections cited here and not found follow in the second part.)

\section{The model and its solution}

Two magnetic layers, each 4 nm thick, are separated by a nonmagnetic spacer of thickness 40 nm, and a current flows parallel to the layers. In a model with a spacer mean free path of 20 nm, the sheet conductance is larger by 0.081 mS when the two magnetic moments are parallel than when they are antiparallel. Now let spin flips become five times as frequent while every total mean free path is held fixed. The spin diffusion length of the spacer falls from 59 nm to 28 nm, and the density of spins injected from one surface falls by 56 per cent at the centre of the spacer, for the boundary conditions given in the worked example. The conductance difference keeps its value to all four computed digits. Yet it is far from insensitive to distance: between spacer thicknesses of 5 nm and 40 nm it drops by a factor of 30. The theorem below accounts for both facts.

\subsection{Assumptions and conventions}

The layers are stacked along $z$. The left magnetic layer occupies $-a<z<0$, the spacer $0<z<d$, and the right magnetic layer $d<z<d+a$. The moments are collinear, and a weak uniform electric field $E$ points along $x$, in the plane. All layers and both spins share one spherical Fermi surface, with wave number $k_F$ and speed $v_F$. Temperature is low compared with the Fermi energy.

The total mean free path is $\lambda_N$ in the spacer. In a magnetic layer it is $\lambda_+$ for electrons whose spin is of the majority kind there, and $\lambda_-$ for the minority kind. Bulk scattering is isotropic: the direction after a collision does not depend on the direction before it. Some collisions flip the spin, at a rate $v_F/\lambda_{\rm sf}$ that is included in the total rate. For spin-conserving rate $v_F/\lambda_0$ in the spacer,
\begin{equation}
\frac1{\lambda_N}=\frac1{\lambda_0}+\frac1{\lambda_{\rm sf}} .
\label{matth}
\end{equation}

An interface lets a fraction $T_+$ or $T_-$ of the incident electrons pass with unchanged velocity, according to their spin relative to the adjacent moment. The rest are scattered diffusely, which means that they leave with a distribution independent of the azimuth $\varphi$ about $z$. There is no specular reflection at the interfaces. An outer surface reflects a fraction $p$ specularly, $0\le p\le1$; what else leaves it is independent of $\varphi$.

Let the unit vector along the velocity be $\mathbf n$, with $n_z=\cos\theta$ and $n_x=\sin\theta\cos\varphi$. The electron charge is $-e$. I write the distribution of spin $s$ as
\begin{equation}
f_s=f_0+\left(-eE\right)\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g_s(z,\mathbf n),
\label{dist}
\end{equation}
where $f_0$ is the Fermi function. The quantity $g_s$ is a length: $-eEg_s$ is the energy by which the Fermi surface of spin $s$ is shifted in the direction $\mathbf n$. The field and any injected electrons both contribute to this shift. In the steady state the Boltzmann equation to first order in $E$ is
\begin{equation*}
v_z\frac{\partial f_s}{\partial z}-eEv_x\frac{\partial f_0}{\partial\varepsilon}
=\text{collisions}.
\end{equation*}
Insert (\ref{dist}), divide by $-eE(-\partial f_0/\partial\varepsilon)$ and by $v_F$. The field term becomes $-n_x$ on the left, and therefore
\begin{equation}
n_z\frac{\partial g_s}{\partial z}+\frac{g_s}{\lambda_s}
=n_x+\left(\frac1{\lambda_s}-\frac1{\lambda_{\rm sf}}\right)\langle g_s\rangle
+\frac{\langle g_{-s}\rangle}{\lambda_{\rm sf}} .
\label{boltz}
\end{equation}
Here $\lambda_s$ is the local total mean free path, and $\langle\cdot\rangle$ is the average over all directions. The last two terms are the gains from spin-conserving and spin-flip collisions. Their rates cannot be negative, so $\lambda_{\rm sf}\ge\lambda_s$.

\subsection{Theorem}

Let $G_P$ and $G_{AP}$ be the sheet conductances, summed over spin, for parallel and antiparallel moments, and let $\Delta G=G_P-G_{AP}$. Define
\begin{equation*}
C=\frac{e^2k_F^2}{6\pi^2\hbar},\qquad
X_s(\mu)=T_s\lambda_s\left(1-e^{-a/\mu\lambda_s}\right)\quad(p=0),
\end{equation*}
with $s=\pm$ and $0<\mu\le1$. Under the stated assumptions:

(a) At fixed $\lambda_+$, $\lambda_-$, $\lambda_N$, $T_\pm$, $p$, $a$, $d$ and $k_F$, the in-plane conductances do not depend on $\lambda_{\rm sf}$, nor on a small injected spin density, treated to first order like the field, whose inflow is independent of $\varphi$.

(b) For diffuse outer surfaces, $p=0$,
\begin{equation}
\Delta G=\frac32C\int_0^1d\mu\,\mu(1-\mu^2)
\left[X_+(\mu)-X_-(\mu)\right]^2e^{-d/\mu\lambda_N}.
\label{main}
\end{equation}

(c) For $p=0$ and any $\delta>0$, $\Delta G(d+\delta)\le e^{-\delta/\lambda_N}\Delta G(d)$.

(d) For $0\le p\le1$ and $d\gg\lambda_N$, $\Delta G$ is proportional to $(\lambda_N/d)^2e^{-d/\lambda_N}$, unless the coefficient given in (\ref{asym}) vanishes.

The mean free path in (c) and (d) is the total one. Spin flips thus count as collisions through (\ref{matth}), but the length over which a spin accumulation survives does not appear.

\subsection{Lemma 1: the in-plane current has its own equation}

The part of $g_s$ that carries current along $x$ is its first azimuthal harmonic. Define $\ell_s(z,n_z)$ by
\begin{equation}
\sqrt{1-n_z^2}\;\ell_s=\frac1\pi\int_0^{2\pi}d\varphi\,\cos\varphi\;g_s .
\label{proj}
\end{equation}
Then
\begin{equation}
n_z\frac{\partial\ell_s}{\partial z}+\frac{\ell_s}{\lambda_s}=1,
\qquad
\sigma_s(z)=\frac34C\int_{-1}^1dn_z\,(1-n_z^2)\,\ell_s ,
\label{ell}
\end{equation}
where $\sigma_s$ is the local conductivity of spin $s$. At an interface $\ell_s$ is multiplied by $T_s$, and at an outer surface by $p$.

Proof. Multiply (\ref{boltz}) by $\cos\varphi/\pi$ and integrate over $\varphi$. The averages $\langle g_{\pm s}\rangle$ do not depend on $\varphi$, so both gain terms are multiplied by $\int\cos\varphi\,d\varphi=0$. The drive gives $\sqrt{1-n_z^2}\int\cos^2\!\varphi\,d\varphi/\pi=\sqrt{1-n_z^2}$. Division by this root yields the first part of (\ref{ell}). Diffuse emission and injected electrons are independent of $\varphi$ and vanish by the same integral. What is transmitted or specularly reflected keeps its $\varphi$, so it keeps its harmonic with weight $T_s$ or $p$.

For the current density of one spin,
\begin{align*}
j_s&=-e\int\frac{d^3k}{(2\pi)^3}\,v_x(f_s-f_0)
=e^2E\int\frac{d^3k}{(2\pi)^3}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)v_xg_s\\
&=e^2E\,\frac{k_F^2}{2\pi^2\hbar v_F}\,v_F\langle n_xg_s\rangle
=3C\,E\,\langle n_xg_s\rangle .
\end{align*}
The third form uses $d^3k=k^2dk\,d\Omega$ and $d\varepsilon=\hbar v_Fdk$ at the Fermi surface. By (\ref{proj}),
\begin{equation*}
\langle n_xg_s\rangle=\frac1{4\pi}\int_{-1}^1dn_z\sqrt{1-n_z^2}\int_0^{2\pi}d\varphi\cos\varphi\,g_s
=\frac14\int_{-1}^1dn_z(1-n_z^2)\ell_s ,
\end{equation*}
which gives the second part of (\ref{ell}). $\square$

In a bulk metal $\ell_s=\lambda_s$, and since $\int_{-1}^1(1-n_z^2)dn_z=4/3$, the conductivity is $C\lambda_s$ per spin, as it should be. Part (a) of the theorem follows at once: equation (\ref{ell}) and its boundary conditions contain neither $\lambda_{\rm sf}$ nor the injected spins. Should the injected electrons set up an electric field along $z$, its drive is proportional to $n_z$, does not depend on $\varphi$, and drops out as well.

\subsection{Lemma 2: the response of one magnetic layer}

Let $\mu=|n_z|$, and let electrons arrive at a magnetic layer from the spacer with $\ell=u$. They cross the interface, run to the outer surface, are partly reflected, and return. With $e_s=e^{-a/\mu\lambda_s}$, the value with which they re-enter the spacer is $X_s+R_su$, where
\begin{equation}
X_s=T_s\lambda_s(1-e_s)(1+pe_s),\qquad R_s=pT_s^2e_s^2 .
\label{xr}
\end{equation}
The integral of $\ell$ over the layer, summed over the two directions of motion, is $K_s+\mu X_su$, with
\begin{equation}
K_s=2\lambda_sa-\mu\lambda_s^2(1-e_s)\left[2-p(1-e_s)\right].
\label{ks}
\end{equation}

Proof. Along the motion, at depth $y$ from the entry point, (\ref{ell}) has the solution $\ell=\lambda_s+(\ell_{\rm in}-\lambda_s)e^{-y/\mu\lambda_s}$. Over a thickness $a$ its integral is $\lambda_sa+\mu\lambda_s(1-e_s)(\ell_{\rm in}-\lambda_s)$. On the way out $\ell_{\rm in}=T_su$, so the surface is reached with $\lambda_s(1-e_s)+T_se_su$. On the way back
\begin{equation*}
\ell_{\rm in}=p\lambda_s(1-e_s)+pT_se_su ,
\end{equation*}
and the interface is reached with
\begin{equation*}
\lambda_s(1-e_s)+e_s\ell_{\rm in}=\lambda_s(1-e_s)(1+pe_s)+pT_se_s^2u .
\end{equation*}
Multiplication by $T_s$ for the last crossing gives (\ref{xr}). The two layer integrals add up to
\begin{equation*}
2\lambda_sa+\mu\lambda_s(1-e_s)\left[T_su+p\lambda_s(1-e_s)+pT_se_su-2\lambda_s\right].
\end{equation*}
The terms with $u$ are $\mu T_s\lambda_s(1-e_s)(1+pe_s)u=\mu X_su$, and the others are $K_s$. $\square$

The same $X_s$ occurs twice. It is the drift length that the layer gives to electrons it sends out, and, times $\mu$, the current that the layer extracts from drifting electrons it receives.

\subsection{Lemma 3: the layers joined}

Consider one spin that sees moment $\alpha=\pm$ on the left and $\beta=\pm$ on the right. Let $q=e^{-d/\mu\lambda_N}$ and
\begin{equation}
Y_s=X_s-(1-R_s)\lambda_N .
\label{y}
\end{equation}
The integral of $\ell$ over the whole stack, summed over both directions, is
\begin{align}
S_{\alpha\beta}&=K_\alpha+K_\beta+2\lambda_Nd+\mu\lambda_N(X_\alpha+X_\beta+Y_\alpha+Y_\beta)+J_{\alpha\beta},
\label{s}\\
J_{\alpha\beta}&=\mu q\,\frac{2Y_\alpha Y_\beta+q(R_\beta Y_\alpha^2+R_\alpha Y_\beta^2)}{1-q^2R_\alpha R_\beta} .
\label{j}
\end{align}

Proof. In the spacer, let the electrons leaving the left interface have $\ell=\lambda_N+D_1$ and those leaving the right interface $\ell=\lambda_N+D_2$. They reach the other side with $\lambda_N+qD_1$ and $\lambda_N+qD_2$. Lemma 2 at the left gives $\lambda_N+D_1=X_\alpha+R_\alpha(\lambda_N+qD_2)$, and similarly at the right, so
\begin{equation}
D_1-qR_\alpha D_2=Y_\alpha,\qquad D_2-qR_\beta D_1=Y_\beta .
\label{dd}
\end{equation}
The spacer contributes $2\lambda_Nd+\mu\lambda_N(1-q)(D_1+D_2)$ and the magnetic layers contribute $K_\alpha+\mu X_\alpha(\lambda_N+qD_2)+K_\beta+\mu X_\beta(\lambda_N+qD_1)$. The terms with $D_1$ and $D_2$ are $\mu Q$, where, after replacing $X_s$ by $Y_s+(1-R_s)\lambda_N$,
\begin{align*}
Q&=q(Y_\alpha D_2+Y_\beta D_1)+\lambda_N\left[D_1+D_2-qR_\alpha D_2-qR_\beta D_1\right]\\
&=q(Y_\alpha D_2+Y_\beta D_1)+\lambda_N(Y_\alpha+Y_\beta),
\end{align*}
by (\ref{dd}). The solution of (\ref{dd}) is $D_1=(Y_\alpha+qR_\alpha Y_\beta)/(1-q^2R_\alpha R_\beta)$, with $D_2$ obtained by exchanging $\alpha$ and $\beta$. Inserting both in $\mu q(Y_\alpha D_2+Y_\beta D_1)$ gives (\ref{j}). $\square$

\subsection{Proof of part (b)}

Integrating (\ref{ell}) over $z$ and folding negative $n_z$ onto $\mu$ gives the conductance of one spin, $G_{\alpha\beta}=\frac34C\int_0^1(1-\mu^2)S_{\alpha\beta}\,d\mu$. For parallel moments one spin is majority in both layers and the other minority in both. For antiparallel moments each spin is majority once and minority once. Hence $\Delta G=G_{++}+G_{--}-2G_{+-}$. Every term of (\ref{s}) that belongs to a single layer cancels, which leaves
\begin{equation}
\Delta G=\frac34C\int_0^1d\mu\,(1-\mu^2)\left[J_{++}+J_{--}-2J_{+-}\right].
\label{dgj}
\end{equation}
For $p=0$ both $R_s$ vanish and $J_{\alpha\beta}=2\mu qY_\alpha Y_\beta$. The bracket is then $2\mu q(Y_+-Y_-)^2$, and $Y_+-Y_-=X_+-X_-$. This is (\ref{main}). $\square$

\section{Decay with thickness}

The second half uses the following from the first. The magnetic layers have thickness $a$, mean free paths $\lambda_\pm$ and interface transmissions $T_\pm$ for majority and minority electrons. The spacer has thickness $d$ and total mean free path $\lambda_N$, which includes spin flips of path $\lambda_{\rm sf}$. The outer surfaces have specularity $p$, $\mu$ is the cosine of the angle between velocity and layer normal, and $C=e^2k_F^2/6\pi^2\hbar$. The difference $\Delta G=G_P-G_{AP}$ of the sheet conductances is given by (\ref{main}) for $p=0$, where $X_s=T_s\lambda_s(1-e^{-a/\mu\lambda_s})$, and by (\ref{dgj}) for general $p$, with $J_{\alpha\beta}$ from (\ref{j}), $q=e^{-d/\mu\lambda_N}$, and $R_s$, $Y_s$ from (\ref{xr}) and (\ref{y}).

We have shown that, at fixed total mean free paths, the in-plane conductances do not depend on $\lambda_{\rm sf}$, and we have derived $\Delta G$ for diffuse and for partly reflecting outer surfaces. It remains to prove the decay laws (c) and (d), to show where the spin diffusion length does enter, and to test the results on a worked example.
